# Why d0 cations move off centre, and why a larger gap stops them

## The situation

A titanium(IV) ion surrounded by six oxygens has a closed-shell ground state, with no orbital degeneracy for a Jahn-Teller distortion to remove. The symmetric site also exerts no net force on it. Yet in barium titanate at room temperature the ion sits off the centre of its octahedron, by roughly a tenth of an ångström. Many ions of similar size with partly filled d shells stay centred, though not all do, and the same is common for d0 ions whose empty d levels lie far above the oxygen levels.

The local electronic part of the explanation is the pseudo-Jahn-Teller effect; in the crystal, forces between displaced ions matter as well. An odd displacement mixes the even ground state with odd excited states, and this mixing softens the restoring force. For one excited state the centre becomes unstable when

$$\frac{F^2}{K_0}>\Delta ,$$

where $2\Delta$ is the energy gap, $F$ the vibronic coupling and $K_0$ the stiffness without mixing. Below, the condition is derived and then applied to a small model of a metal–oxygen chain, which shows what $F$ and $\Delta$ consist of in its π channel. In a full octahedron, σ bonding adds a further coupling of comparable size at a larger gap.

## The instability condition

Let $Q$ be the displacement of the ion from an inversion centre, with the other nuclei fixed. Expand the electronic Hamiltonian, including the repulsion between nuclei, as

$$H(Q)=H_0+QH_1+\tfrac12Q^2H_2+\dots$$

The ground state $|0\rangle$ is nondegenerate and has definite parity. To second order in $Q$, perturbation theory gives

$$E(Q)=E_0+Q\langle0|H_1|0\rangle+\frac{Q^2}{2}\langle0|H_2|0\rangle-Q^2\sum_{n\neq0}\frac{|\langle n|H_1|0\rangle|^2}{E_n-E_0}.$$

Because $Q$ is odd under inversion and $H$ as a whole is invariant, $H_1$ is odd. Its expectation value in a state of definite parity vanishes, so there is no linear term. The curvature is twice the coefficient of $Q^2$:

$$K=K_0-2\sum_{n}\frac{|F_n|^2}{E_n-E_0},\qquad K_0=\langle0|H_2|0\rangle,\quad F_n=\langle n|H_1|0\rangle .$$

Here $K_0$ is the stiffness with the ground state frozen. It is assumed positive, as when short-range repulsion dominates. Each term of the sum is positive, so mixing into the ground state can only soften the centre. Only states of parity opposite to the ground state contribute.

If one state at $E_n-E_0=2\Delta$ carries the coupling, the factor 2 in front of the sum cancels the 2 in the gap:

$$K=K_0-\frac{F^2}{\Delta}.$$

Then $K<0$ is the same statement as $F^2/K_0>\Delta$. This is why the half-gap appears. The convention matters: the elastic energy is $\tfrac12K_0Q^2$ and the coupling is $FQ$.

### Beyond small displacements

With energies measured from mid-gap and equal stiffness in both states, the two-state Hamiltonian is

$$\frac{K_0Q^2}{2}+\begin{pmatrix}-\Delta&FQ\\FQ&\Delta\end{pmatrix}.$$

The square of the matrix is $(\Delta^2+F^2Q^2)$ times the unit matrix, and its trace is zero. Its eigenvalues are therefore $\pm\sqrt{\Delta^2+F^2Q^2}$, and the lower sheet is

$$E_-(Q)=\frac{K_0Q^2}{2}-\sqrt{\Delta^2+F^2Q^2}.$$

Put $u=Q^2$. Then

$$\frac{dE_-}{du}=\frac{K_0}{2}-\frac{F^2}{2\sqrt{\Delta^2+F^2u}},\qquad \frac{d^2E_-}{du^2}=\frac{F^4}{4(\Delta^2+F^2u)^{3/2}}>0 .$$

The energy is convex in $u$, so it has one minimum for $u\ge0$. If the slope at $u=0$ is positive or zero, the ion stays at the centre. If it is negative, which again means $F^2/K_0>\Delta$, the minimum lies where $\sqrt{\Delta^2+F^2u}=F^2/K_0$. Squaring and solving for $u$ gives

$$Q_0^2=\frac{F^2}{K_0^2}-\frac{\Delta^2}{F^2}.$$

For the depth, write $X=F^2/K_0$. Then $\tfrac12K_0Q_0^2=\tfrac12X-\Delta^2/(2X)$, and

$$E_-(Q_0)-E_-(0)=\frac X2-\frac{\Delta^2}{2X}-X+\Delta=-\frac{(X-\Delta)^2}{2X}.$$

Suppose the two states have different stiffnesses, $K_l$ for the lower and $K_u$ for the upper. The mean diagonal energy is then $(K_l+K_u)Q^2/4$, and half the diagonal difference is $\Delta+(K_u-K_l)Q^2/4$. To order $Q^2$,

$$E_-\simeq\frac{(K_l+K_u)Q^2}{4}-\Delta-\frac{(K_u-K_l)Q^2}{4}-\frac{F^2Q^2}{2\Delta}
=-\Delta+\frac{Q^2}{2}\left(K_l-\frac{F^2}{\Delta}\right).$$

The upper stiffness drops out of the local condition, and $K_0$ means the stiffness of the ground state. The convexity argument was made for equal stiffnesses, but a stable centre remains the lowest point as long as both stiffnesses are positive. Measured from $E_-(0)=-\Delta$, the matrix has a positive trace and the determinant $Q^2(K_l\Delta-F^2)+K_lK_uQ^4/4$. This is positive for every $Q\neq0$ when $K_l\Delta>F^2$, so both levels lie above the energy of the centre. The formulas for $Q_0$ and the depth hold only for equal stiffnesses.

## Where the coupling comes from

Place a metal ion M between two oxygens on the $z$ axis, and displace M by $Q$ towards one of them. Take the metal orbital $d_{xz}$ at energy $+D$ and the $p_x$ orbital on each oxygen at $-D$. The lobes of $d_{xz}$ have opposite signs on the two sides of M, so the hopping elements are $+t_n$ to the near oxygen and $-t_f$ to the far one. To first order in the displacement,

$$t_n=t+sQ,\qquad t_f=t-sQ,$$

with $s>0$ because hopping grows as a bond shortens. Form the combinations

$$|e\rangle=\frac{|p_n\rangle-|p_f\rangle}{\sqrt2},\qquad |o\rangle=\frac{|p_n\rangle+|p_f\rangle}{\sqrt2}.$$

Inversion about the centre turns $p_x$ on one oxygen into $-p_x$ on the other. Thus $|e\rangle$ is even, like the d orbital, and $|o\rangle$ is odd. Their couplings to the metal are

$$\langle d|H|e\rangle=\frac{t_n+t_f}{\sqrt2}=\sqrt2\,t,\qquad
\langle d|H|o\rangle=\frac{t_n-t_f}{\sqrt2}=\sqrt2\,sQ .$$

At the centre, the odd oxygen combination cannot bond to the metal d orbital. Displacement lifts that prohibition in proportion to $Q$.

The levels follow for any $Q$. The metal couples to one normalised oxygen combination, proportional to $t_n|p_n\rangle-t_f|p_f\rangle$, with strength $\sqrt{t_n^2+t_f^2}$. The orthogonal combination stays at $-D$. The coupled pair has diagonal energies $\pm D$ and hence levels $\pm S$, where

$$S^2=D^2+t_n^2+t_f^2=D^2+2t^2+2s^2Q^2 .$$

The cross terms $\pm2tsQ$ have cancelled. In a d0 ion the levels $-S$ and $-D$ are filled and $+S$ is empty. The pair $d_{yz}$, $p_y$ behaves identically and each orbital holds two spins, so there are $g=4$ equal channels with two electrons each. For independent electrons,

$$E(Q)=\frac{K_0Q^2}{2}-gS(Q)-gD .$$

With $S_0=S(0)$, expanding the root gives $S\simeq S_0+s^2Q^2/S_0$, and therefore

$$K=K_0-\frac{2gs^2}{S_0}.$$

### The same result in terms of F and Δ

At the centre, the metal and $|e\rangle$ form a two-level problem with diagonal energies $\pm D=\pm S_0\cos2\theta$ and coupling $\sqrt2t=S_0\sin2\theta$. The empty antibonding orbital is $|a\rangle=\cos\theta|d\rangle+\sin\theta|e\rangle$, with

$$\cos^2\theta=\frac{1+\cos2\theta}{2}=\frac12\left(1+\frac{D}{S_0}\right).$$

The filled odd orbital $|o\rangle$ at $-D$ couples to $|a\rangle$ at $+S_0$ through $f=\sqrt2\,s\cos\theta$. Displacement also mixes $|o\rangle$ with the filled bonding orbital, but mixing two filled orbitals leaves the sum of their energies unchanged. The full gap is thus

$$2\Delta=D+S_0 .$$

The perturbation excites any one of the $g$ channels with the same amplitude $f$. It therefore reaches one normalised state, the equal superposition of the $g$ single excitations, with amplitude $F=\sqrt g\,f$:

$$F^2=2gs^2\cos^2\theta=gs^2\left(1+\frac D{S_0}\right)=\frac{gs^2(S_0+D)}{S_0}.$$

Dividing by $\Delta=(S_0+D)/2$ gives $F^2/\Delta=2gs^2/S_0$, in agreement with the curvature above. The factor $g$ is essential: $F$ belongs to the total electronic states, not to one electron. The numerical check tests this by diagonalising the eight-electron problem in the 81 states that keep two electrons in each channel. It finds all the coupling strength at a single excitation energy.

## How large the effect is

Take round model parameters that stand for no particular material: $t=1$ eV, $s=2$ eV/Å, $D=2$ eV and $K_0=12.5$ eV/Å². Then

$$S_0=\sqrt{4+2}=2.449\ \text{eV},\qquad \Delta=\frac{2+2.449}{2}=2.225\ \text{eV},$$

$$F^2=4\times4\times\left(1+\frac{2}{2.449}\right)=29.06\ \text{eV}^2/\text{Å}^2,\qquad
\frac{F^2}{K_0}=\frac{29.06}{12.5}=2.325\ \text{eV}.$$

This exceeds the half-gap by about 5%, so the centre is unstable. Its curvature is $12.5-29.06/2.225=-0.56$ eV/Å², a small difference between two large terms. Modest changes in either term can therefore reverse the outcome.

The minimum of the chain energy satisfies $K_0Q-2gs^2Q/S=0$. Away from the centre this requires $S=S_*$, with

$$S_*=\frac{2gs^2}{K_0}=\frac{32}{12.5}=2.56\ \text{eV},\qquad
Q_0^2=\frac{S_*^2-S_0^2}{2s^2}.$$

Numerically, $Q_0^2=(6.554-6)/8$ Å², so $Q_0=0.263$ Å. To find the depth, insert $K_0=2gs^2/S_*$ into the elastic energy:

$$E(Q_0)-E(0)=\frac{g(S_*^2-S_0^2)}{2S_*}-g(S_*-S_0)=-\frac{g(S_*-S_0)^2}{2S_*}.$$

The elastic cost is 432.5 meV and the electronic gain 442.0 meV, which leaves a well only 9.5 meV deep.

### What the electrons gain

Bonding depends on the sum of squared hoppings, $t_n^2+t_f^2=2t^2+2s^2Q^2$. The near bond gains more in this sum than the far bond loses. At the minimum, the hoppings are 1.526 and 0.474 eV instead of 1 eV each.

The bond orders show the same transfer. The electronic energy $-gS$ has derivative $-gt_j/S$ with respect to hopping $t_j$. By the Hellmann-Feynman theorem, this derivative is $-2$ times the magnitude of the bond order, because the matrix element occurs twice in the Hamiltonian. The bond order is therefore $gt_j/(2S)$. It rises from 0.82 to 1.19 on the near side and falls to 0.37 on the far side.

The metal weight in each filled bonding orbital is $\tfrac12(1-D/S)$, by the two-level argument used for $\cos^2\theta$. The total d population $\tfrac g2(1-D/S)$ rises from 0.37 to 0.44 electrons. Off-centring thus goes with extra donation from oxygen p to the empty metal d orbitals.

### Why the d shell should be empty

Put $n$ electrons into the antibonding orbitals at $+S$. They add $nS$ to the energy, so

$$E=\frac{K_0Q^2}{2}-(g-n)S+\text{const},\qquad K=K_0-\frac{2(g-n)s^2}{S_0}.$$

Each such electron blocks one channel, because the odd oxygen electron can no longer mix into the occupied orbital. With the other parameters held fixed, the curvature is $-0.56$, $+2.70$ and $+5.97$ eV/Å² for $n=0$, 1 and 2. A high-spin $t_{2g}^3$ ion has one electron in each of $d_{xz}$, $d_{yz}$ and $d_{xy}$. The first two belong to this chain, so it corresponds to $n=2$. When $n=4$, the full 12.5 eV/Å² returns. Note that $n$ is not the d count: an electron in $d_{xy}$ blocks no channel of this chain, so a d1 ion displaced along $z$ can keep $n=0$ and the full softening. In an octahedron the σ channel also stays open for $t_{2g}^3$, so the chain overstates the fraction of the softening that such an ion loses.

This supports the d0 rule as a tendency. The chain omits σ bonding, the four equatorial oxygens and electron repulsion, so it does not prove that an ion with d electrons must stay centred.

## Why a growing gap suppresses it

If $F$ and $K_0$ were constants, the answer would be immediate: $F^2/\Delta$ falls as $1/\Delta$. In the chain, $F$ also changes. Raising the metal level relative to oxygen, at fixed $t$, $s$ and $K_0$, makes the empty orbital more purely metallic and increases $F^2$ towards its limit $2gs^2$. The ratio nevertheless decreases:

$$\frac{F^2}{\Delta}=\frac{2gs^2}{\sqrt{D^2+2t^2}} .$$

The centre becomes stable when $S_0$ reaches $S_*$, that is, at

$$D_c^2=\left(\frac{2gs^2}{K_0}\right)^2-2t^2 .$$

Here $D_c=\sqrt{6.554-2}=2.134$ eV, which corresponds to a full gap of 4.69 eV. Since $S_*^2-S_0^2=D_c^2-D^2$, the displacement below threshold is

$$Q_0=\sqrt{\frac{D_c^2-D^2}{2s^2}},$$

and it vanishes continuously as a square root. This form holds for linear hopping and a harmonic stiffness, which together make the quartic term of the energy positive.

| $D$ (eV) | $\Delta$ (eV) | $F^2/K_0$ (eV) | $K$ (eV/Å²) | $Q_0$ (Å) |
|---|---|---|---|---|
| 1.9 | 2.134 | 2.307 | −1.01 | 0.34 |
| 2.0 | 2.225 | 2.325 | −0.56 | 0.26 |
| 2.1 | 2.316 | 2.342 | −0.14 | 0.13 |
| 2.2 | 2.408 | 2.357 | +0.26 | 0 |
| 3.0 | 3.158 | 2.438 | +2.85 | 0 |

From the first row to the last, $F^2/K_0$ rises by about 6% and the half-gap by about 48%. The gap wins.

### Curved hopping strengthens the trend

Real hopping is not linear in distance. Add a second derivative $w$, so that $t_{n,f}=t\pm sQ+\tfrac12wQ^2$. Then, to order $Q^2$,

$$t_n^2+t_f^2=2t^2+2(s^2+tw)Q^2 .$$

The electronic curvature becomes $-2g(s^2+tw)/S_0$. The $s^2$ part is the pseudo-Jahn-Teller term. The $tw$ part arises because the even coupling $\sqrt2(t+\tfrac12wQ^2)$ changes while the state is frozen, so it belongs to $K_0$:

$$K_0=K_r-\frac{2gtw}{S_0},$$

where $K_r$ is the remaining stiffness. For $w>0$, a larger $D$ raises $K_0$ while it lowers $F^2/\Delta$. With exponential hopping, $w=s^2/t$, and $K_r$ chosen to keep $K_0=12.5$ eV/Å² at $D=2$ eV, moving to $D=3$ eV raises $K_0$ to 15.9 eV/Å². The total curvature is then $+6.3$ eV/Å², compared with $+2.9$ for linear hopping. These are statements about the curvature at the centre only. For exponential hopping, $S^2=D^2+2t^2\cosh(2sQ/t)$, and the quartic coefficient of the energy is $gs^4\left[2/S_0^3-2/(3t^2S_0)\right]$, which is $-8.7$ eV/Å⁴ at $D=2$ eV instead of $+2.2$ for linear hopping. With a purely harmonic $K_r$ the energy then keeps falling at large $Q$, and even at $D=3$ eV it lies below the centre by 0.6 Å. An anharmonic repulsion is needed to fix a displacement and a depth.

### A larger gap that does not help

The gap can also grow because the bonds become more covalent. Multiply both $t$ and $s$ by $\lambda$ at fixed $D$ and $K_0$. The softening becomes

$$\frac{2gs^2\lambda^2}{\sqrt{D^2+2t^2\lambda^2}},$$

whose derivative with respect to $\lambda^2$ is $2gs^2(D^2+t^2\lambda^2)/(D^2+2t^2\lambda^2)^{3/2}$, a positive quantity. At fixed $K_0$, the gap and the instability increase together. If the larger hopping comes from shorter bonds, the repulsion stiffens as well, and the net change can have either sign. For $\lambda=1.2$ the full gap grows from 4.45 to 4.62 eV, yet the curvature falls from $-0.56$ to $-5.07$ eV/Å². The suppression rule therefore applies when the gap grows through the p–d level separation. A comparison of gaps alone is insufficient if the hopping differs too.

## Using the criterion

**Test the curvature first.** The sign of $K$ at the centred geometry decides local stability. Splitting $K$ into $K_0$ and a mixing term explains that sign, but the split depends on the description. In the chain, the basis orbitals move with their atoms. With orbitals fixed in space, $H_1$ and $H_2$ differ and the softening is shared out differently. Values of $F$ and $K_0$ should come from the same description.

**Do not read a well depth from the two-state sheet without checking it.** With the chain's own $F$ and $\Delta$, that sheet gives the right threshold, but a displacement of 0.13 Å instead of 0.26 Å and a depth of 2.2 meV instead of 9.5 meV. The quartic terms explain this. Expanding the two roots one order further gives

$$\beta_{\text{two-state}}=\frac{F^4}{8\Delta^3}=\frac{g^2s^4}{2S_0^2\Delta},\qquad
\beta_{\text{chain}}=\frac{gs^4}{2S_0^3},$$

where $F^2=2gs^2\Delta/S_0$ was used in the first. Their ratio is $gS_0/\Delta=4\times2.449/2.225=4.4$. Minimising $\tfrac12KQ^2+\beta Q^4$ for $K<0$ gives $Q^2=-K/(4\beta)$ and a depth $K^2/(16\beta)$. At equal $K$, the two-state well is thus shallower by a factor of 4.4 near threshold, as found. The factor $g=4$ arises because the two-state model admits one excitation in total, whereas the $g$ channels of the chain can all respond: $g$ independent two-level channels with coupling $f$ and the same $\Delta$ give a well exactly $g$ times deeper. The remaining factor $S_0/\Delta\approx1.1$ comes from the p–d mixing already present at the centre and equals 1 when $t=0$. The chain's own depth is no more than a model value: at its minimum $sQ_0/t\approx0.5$, and its quartic term depends on the assumed linear hopping and harmonic stiffness.

**Compare a shallow well with the zero-point energy.** The criterion concerns a static energy curve. For an ion of mass 50 u moving in one dimension against fixed oxygens, the lowest vibrational level at $D=2.0$ eV lies 5.3 meV below the top of the central barrier. At $D=2.1$ eV a static well still exists, 0.6 meV deep, but the lowest level lies 0.8 meV above the barrier top. The ion is then not confined to either side. Even in the deeper well, the ground state of an isolated symmetric cluster has zero mean displacement: the two lowest levels are split by 0.23 meV, so the ion tunnels across in about 9 ps. At room temperature the thermal energy, 26 meV, exceeds this 9.5 meV barrier. A permanent displacement to one side needs a symmetry-breaking influence from the surroundings.

**Include the crystal when the balance is close.** Forces between displaced ions in neighbouring cells are absent from the chain. They change the stiffness for a cooperative displacement, so a crystal can become unstable when its isolated cluster is not, or the reverse. Sharing the oxygens already has this effect: repeating the chain periodically at $D=2$ eV, with the same $K_0$ per ion, gives a curvature of $-2.0$ eV/Å² when all ions move the same way and $+2.5$ eV/Å² when they alternate, against $-0.56$ for the cluster. The local condition identifies the electronic driving force. Whether a given solid distorts depends on the complete balance.

## Computed values

```
Two-state model, half-gap 1 eV, K0 6 eV/A^2
 F^2/K0 = 1.02 eV: minimum at Q = 0.0812 A
 F^2/K0 = 0.98 eV: minimum at Q = 0.0000 A
Chain: t = 1.0 eV, s = 2.0 eV/A, K0 = 12.5 eV/A^2, g = 4
 D = 2.0 eV, S0 = 2.4495 eV
 full gap = 4.4495 eV, half-gap = 2.2247 eV
 F^2 = 29.064 eV^2/A^2, F = 5.391 eV/A
 F^2/K0 = 2.3251 eV
 F^2/half-gap = 13.064 eV/A^2
 curvature at centre = -0.564 eV/A^2
Many-electron check, 81 states
 F^2 = 29.064 eV^2/A^2, excitation = 4.4495 eV
 softening from state sum = 13.064 eV/A^2
Displaced minimum: S* = 2.5600 eV, Q0 = 0.2631 A
 elastic cost = 432.5 meV
 electronic gain = 442.0 meV
 well depth = 9.54 meV
 two-state sheet instead: Q0 = 0.1254 A, depth = 2.17 meV
 centre: hoppings 1.000, 1.000 eV; bond orders 0.816, 0.816; d pop. 0.367
 minimum: hoppings 1.526, 0.474 eV; bond orders 1.192, 0.370; d pop. 0.438
Gap scan: D, half-gap, F^2/K0 (eV); F^2 (eV^2/A^2);
          curvature (eV/A^2); Q0 (A); depth (meV)
 1.9  2.1343  2.3068  28.835  -1.010  0.343  28.64
 2.0  2.2247  2.3251  29.064  -0.564  0.263  9.54
 2.1  2.3159  2.3417  29.271  -0.139  0.134  0.62
 2.2  2.4077  2.3567  29.459  +0.264  0.000  0.00
 2.5  2.6861  2.3941  29.926  +1.359  0.000  0.00
 3.0  3.1583  2.4378  30.473  +2.852  0.000  0.00
 threshold: D = 2.1339 eV, full gap = 4.6939 eV
Antibonding d-pi electrons n and curvature (eV/A^2)
 n = 0: -0.564
 n = 1: +2.702
 n = 2: +5.968
 n = 4: +12.500
Exponential hopping, rest stiffness 25.564 eV/A^2
 D = 2.0 eV: K0 = 12.500, F^2/half-gap = 13.064, sum -0.564 eV/A^2
 D = 3.0 eV: K0 = 15.916, F^2/half-gap = 9.648, sum +6.267 eV/A^2
Stronger covalency: t = 1.2 eV, s = 2.4 eV/A
 full gap = 4.6230 eV, curvature = -5.068 eV/A^2
Lowest vibrational level from barrier top, mass 50 u
 D = 2.0 eV: -5.31 meV
 D = 2.1 eV: +0.77 meV
```
